# Temple and Weinstein lower bounds for helium, and their slow convergence: a program that tests the result

```python
"""Lower bounds to the helium ground-state energy from the energy variance.

Result under test, for normalized psi, E = <H>, sigma^2 = ||(H-E) psi||^2:
  Weinstein: E0 >= E - sigma               if sigma < beta - E
  Temple:    E0 >= E - sigma^2/(beta - E)  if E < beta
beta is a lower bound to the whole spectrum above E0 (singlet S sector).
With eps = E - E0 and W = <(H-E0)^2>/<H-E0>, sigma^2 = eps (W - eps).
Trial functions: exp(-alpha s) times polynomials in s, t^2, u of total
degree <= Omega; s = r1+r2, t = r1-r2, u = r12. Hartree atomic units.
The polynomials are built from Laguerre products in s-u, u+t, u-t, which
span the same space as the monomials but are numerically well conditioned.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, solve_triangular
from scipy.special import eval_genlaguerre, roots_laguerre

Z = 2.0
ALPHA = 2.0
OMEGA_MAX = 8
ALPHA_SHORT = 5.0     # second exponent, used only in the reference basis
OMEGA_SHORT = 7
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def apply_hamiltonian(d, r1, r2, u):
    """H F for an S state; d holds F and its derivatives in r1, r2, u."""
    F, F1, F2, Fu, F11, F22, Fuu, F1u, F2u = d
    laplacians = (F11 + 2*F1/r1 + F22 + 2*F2/r2 + 2*Fuu + 4*Fu/u
                  + (r1**2 - r2**2 + u**2)/(r1*u)*F1u
                  + (r2**2 - r1**2 + u**2)/(r2*u)*F2u)
    return -0.5*laplacians + (1/u - Z/r1 - Z/r2)*F


# ---- inequalities and error laws on matrices with known spectra ----------
rng = np.random.default_rng(7)
temple_cases = 0
for trial in range(300):
    levels = np.sort(rng.uniform(-3, 5, 12))
    U = np.linalg.qr(rng.normal(size=(12, 12)))[0]
    M = (U*levels) @ U.T
    v = U[:, 0] + rng.uniform(0.01, 0.5)*rng.normal(size=12)
    v /= np.linalg.norm(v)
    e = v @ M @ v
    var = np.sum((M @ v - e*v)**2)
    assert np.min(abs(levels - e)) <= np.sqrt(var) + 1e-12
    if e < levels[1] - 1e-3:
        temple_cases += 1
        bound = e - var/(levels[1] - e)
        assert bound <= levels[0] + 1e-9
        if np.sqrt(var) < levels[1] - e:
            assert e - np.sqrt(var) <= levels[0] + 1e-12
        weights = (U.T @ v)**2
        gaps = levels - levels[0]
        err = weights @ gaps
        mean_exc = (weights @ gaps**2)/err
        law = err*((mean_exc - err)/(levels[1] - e) - 1)
        assert abs(levels[0] - bound - law) < 1e-8*(1 + abs(law))
assert temple_cases > 20
# two states: Temple is an equality; too high a beta breaks the bound;
# near the excited state E - sigma is no bound to the ground state
M2 = np.diag([-1.0, 0.0])
v = np.array([np.sqrt(0.9), np.sqrt(0.1)])
e = v @ M2 @ v
var = np.sum((M2 @ v - e*v)**2)
assert abs(e - var/(0.0 - e) + 1.0) < 1e-12
assert e - var/(0.5 - e) > -1.0 + 1e-3
v = v[::-1]
e = v @ M2 @ v
assert e - np.sqrt(np.sum((M2 @ v - e*v)**2)) > -1.0 + 0.1

# ---- logarithmic function of the triple coalescence ----------------------
a1, a2, au = sp.symbols("r1 r2 u", positive=True)
chi = ((a1**2 + a2**2 - au**2)/2*sp.log(a1**2 + a2**2)
       * sp.exp(-sp.Float(ALPHA)*(a1 + a2)))
chi_derivs = [chi, chi.diff(a1), chi.diff(a2), chi.diff(au),
              chi.diff(a1, 2), chi.diff(a2, 2), chi.diff(au, 2),
              chi.diff(a1, au), chi.diff(a2, au)]
chi_fun = sp.lambdify((a1, a2, au), chi_derivs, "numpy")


def distances(c):
    return (np.linalg.norm(c[:3]), np.linalg.norm(c[3:]),
            np.linalg.norm(c[:3] - c[3:]))


# Hamiltonian in r1, r2, u against Cartesian finite differences
point = np.array([0.5, 0.2, -0.3, -0.1, 0.6, 0.4])
step = 1e-3
value = chi_fun(*distances(point))[0]
lap = 0.0
for k in range(6):
    shift = np.zeros(6)
    shift[k] = step
    lap += (chi_fun(*distances(point + shift))[0] - 2*value
            + chi_fun(*distances(point - shift))[0])/step**2
d1, d2, d12 = distances(point)
h_cartesian = -0.5*lap + (1/d12 - Z/d1 - Z/d2)*value
h_formula = apply_hamiltonian(chi_fun(d1, d2, d12), d1, d2, d12)
assert abs(h_cartesian - h_formula) < 2e-5

# ---- integration grid: u = s w, t = u v, corner w = v = 1 regularized ----
xl, wl = roots_laguerre(44)
s_nodes = xl/(2*ALPHA)
s_weights = wl*np.exp(xl)*s_nodes**5
g, gw = np.polynomial.legendre.leggauss(22)
g, gw = (g + 1)/2, gw/2
P, Qg = np.meshgrid(g, g, indexing="ij")
jac = (np.outer(gw, gw)*P).ravel()
near, far = P.ravel(), (P*Qg).ravel()
w = 1 - np.concatenate([near, far])
vv = 1 - np.concatenate([far, near])
ang = np.concatenate([jac, jac])*w**2*(1 - (w*vv)**2)
S = np.repeat(s_nodes, len(w))
wt = np.tile(w, len(s_nodes))
vt = np.tile(vv, len(s_nodes))
root_weight = np.sqrt(np.outer(s_weights, ang).ravel())
r1, r2, u = S*(1 + wt*vt)/2, S*(1 - wt*vt)/2, S*wt
px, py, pz = S*(1 - wt), S*wt*(1 + vt), S*wt*(1 - vt)


def laguerre_functions(nmax, kappa, x):
    """L_n(kappa x) exp(-kappa x/2) with first and second derivatives."""
    out = []
    decay = np.exp(-kappa*x/2)
    for n in range(nmax + 1):
        L = eval_genlaguerre(n, 0, kappa*x)
        L1 = -eval_genlaguerre(n-1, 1, kappa*x) if n > 0 else 0*x
        L2 = eval_genlaguerre(n-2, 2, kappa*x) if n > 1 else 0*x
        out.append((L*decay, kappa*(L1 - L/2)*decay,
                    kappa**2*(L2 - L1 + L/4)*decay))
    return out


def hylleraas_set(omega, alpha):
    """Functions and H-images, ordered by degree; sizes per degree."""
    X = laguerre_functions(omega, 2*alpha, px)
    Y = laguerre_functions(omega, alpha, py)
    Zf = laguerre_functions(omega, alpha, pz)
    funcs, images, sizes = [], [], []
    for degree in range(omega + 1):
        for c in range(degree + 1):
            for b in range(min(c, degree - c) + 1):
                X0, X1, X2 = X[degree - b - c]

                def pair(m, n):
                    return Y[b][m]*Zf[c][n] + Y[c][m]*Zf[b][n]
                p00, p10, p01 = pair(0, 0), pair(1, 0), pair(0, 1)
                F, fx, fy, fz = X0*p00, X1*p00, X0*p10, X0*p01
                xx, yy, zz = X2*p00, X0*pair(2, 0), X0*pair(0, 2)
                xy, xz, yz = X1*p10, X1*p01, X0*pair(1, 1)
                total = xx + yy + zz
                derivs = (F, fx + fy - fz, fx - fy + fz, -fx + fy + fz,
                          total + 2*xy - 2*xz - 2*yz,
                          total - 2*xy + 2*xz - 2*yz,
                          total - 2*xy - 2*xz + 2*yz,
                          -xx + yy - zz + 2*xz,
                          -xx - yy + zz + 2*xy)
                funcs.append(F*root_weight)
                images.append(apply_hamiltonian(derivs, r1, r2, u)
                              * root_weight)
        sizes.append(len(funcs))
    return funcs, images, sizes


funcs, images, sizes = hylleraas_set(OMEGA_MAX, ALPHA)
n_main = sizes[-1]
log_derivs = chi_fun(r1, r2, u)
funcs.append(log_derivs[0]*root_weight)
images.append(apply_hamiltonian(log_derivs, r1, r2, u)*root_weight)
f2, i2, sizes_short = hylleraas_set(OMEGA_SHORT, ALPHA_SHORT)
funcs += f2
images += i2
del f2, i2
Q, R = np.linalg.qr(np.array(funcs).T)
HQ = solve_triangular(R.T, np.array(images), lower=True).T
del funcs, images
H = Q.T @ HQ
main = H[:n_main, :n_main]
asymmetry = np.max(abs(main - main.T))
assert asymmetry < 1e-7        # H is symmetric only if H and volume agree
H = (H + H.T)/2


def analyse(n):
    """Ritz energy, variance, and mean s of residual and of density."""
    e, c = eigh(H[:n, :n], subset_by_index=[0, 0])
    psi = Q[:, :n] @ c[:, 0]
    residual = HQ[:, :n] @ c[:, 0] - e[0]*psi
    var = residual @ residual
    return e[0], var, (residual**2 @ S)/var, psi**2 @ S


# spectrum without electron repulsion supplies the certified beta
beta = -Z**2/2*(1 + 1/4)
Qm = Q[:, :n_main]
bare = eigh(H[:n_main, :n_main] - Qm.T @ (Qm/u[:, None]),
            eigvals_only=True)
assert abs(bare[0] + Z**2) < 1e-7
assert beta - 1e-7 < bare[1] < beta + 0.01

full = eigh(H, eigvals_only=True)
E_ref, E1_ritz = full[0], full[1]
n_less = n_main + 1 + sizes_short[-2]
E_ref_less = eigh(H[:n_less, :n_less], eigvals_only=True)[0]
assert beta < E1_ritz < -Z**2/2

rows = np.array([analyse(n) for n in sizes])
E, var, s_res, s_psi = rows.T
sigma = np.sqrt(var)
temple = E - var/(beta - E)
weinstein = E - sigma
eps = E - E_ref
W = var/eps + eps
certified = sigma < beta - E

# one-function case against closed energy and a separate integral
inv_u2 = 6*ALPHA**2*quad(
    lambda y: y*np.log((1 + y)/(1 - y))/(1 + y)**4, 0, 1)[0]
assert abs(E[0] - (ALPHA**2 - 2*Z*ALPHA + 5*ALPHA/8)) < 1e-9
assert abs(var[0] - (inv_u2 - (5*ALPHA/8)**2)) < 1e-6

assert np.all(np.diff(E) < 0) and np.all(E < beta)
assert np.all(temple < E_ref) and np.all(E_ref < E)
assert np.all(weinstein[certified] < E_ref) and certified[-1]
assert np.all(temple[certified] > weinstein[certified])
assert abs(E_ref_less - E_ref) < 0.05*eps[-1]
# the mean excitation energy of the error grows with the basis
assert W[-1] > 2*W[0] and W[-1] > W[2]
# the residual sits closer to the triple coalescence than the density
assert s_res[-1] < 0.7*s_psi[-1]
E_log, var_log, s_log, _ = analyse(n_main + 1)
assert var_log < var[-1]

slope = np.log(var[-1]/var[4])/np.log(eps[-1]/eps[4])
slope_w = (np.log((E_ref - weinstein[-1])/(E_ref - weinstein[4]))
           / np.log(eps[-1]/eps[4]))
slope_t = (np.log((E_ref - temple[-1])/(E_ref - temple[4]))
           / np.log(eps[-1]/eps[4]))

print(f"Z = {Z:.0f}, alpha = {ALPHA:.1f} 1/bohr, beta = {beta:.3f} hartree")
print(f"reference: {len(full)} functions, second exponent "
      f"{ALPHA_SHORT:.1f} 1/bohr, degree <= {OMEGA_SHORT}")
print(f"reference energy E_ref = {E_ref:.9f} hartree")
print(f"E_ref change, second set one degree less = "
      f"{E_ref_less - E_ref:.1e} hartree")
print(f"second Ritz value (upper bound to E1) = {E1_ritz:.4f} hartree")
print(f"without repulsion, Ritz values = {bare[0]:.6f}, "
      f"{bare[1]:.6f} hartree")
print(f"Omega=0: <1/r12^2> = {inv_u2:.6f} 1/bohr^2")
print("Energies in hartree; cert = Weinstein certified by sigma < beta-E")
print("Omega   N   upper E       Temple        Weinstein   cert")
for k, n in enumerate(sizes):
    print(f"{k:3d} {n:5d}  {E[k]:.8f}  {temple[k]:.8f}  "
          f"{weinstein[k]:.6f}  {'yes' if certified[k] else 'no'}")
print("Errors from E_ref and W in hartree, sigma^2 in hartree^2, s in bohr")
print("Omega  upper     Temple    Weinstein sigma^2   W       <s>_res")
for k in range(len(sizes)):
    print(f"{k:3d}   {eps[k]:.2e}  {E_ref - temple[k]:.2e}  "
          f"{E_ref - weinstein[k]:.2e}  {var[k]:.2e}  {W[k]:6.2f}  "
          f"{s_res[k]:.3f}")
print(f"mean s of the density, Omega=8 = {s_psi[-1]:.3f} bohr")
print(f"error ratio Temple/upper, Omega=8 = "
      f"{(E_ref - temple[-1])/eps[-1]:.1f}")
print(f"error ratio Weinstein/upper, Omega=8 = "
      f"{(E_ref - weinstein[-1])/eps[-1]:.0f}")
print("Slopes against ln(upper error), Omega 4 to 8:")
print(f"  sigma^2 {slope:.3f}, Temple error {slope_t:.3f}, "
      f"Weinstein error {slope_w:.3f}")
print(f"Omega=8 plus one log function: E = {E_log:.9f} hartree")
print(f"  upper error = {E_log - E_ref:.2e} hartree, "
      f"sigma^2 = {var_log:.2e} hartree^2")
print(f"  Temple = {E_log - var_log/(beta - E_log):.8f} hartree, "
      f"<s>_res = {s_log:.3f} bohr")
print(f"  sigma^2 reduced by factor {var[-1]/var_log:.2f}; "
      f"Omega 7 to 8 gives {var[-2]/var[-1]:.2f}")
print(f"Temple, Omega=8, beta = second Ritz value (not certified) = "
      f"{E[-1] - var[-1]/(E1_ritz - E[-1]):.8f} hartree")
print(f"Omega=8 bracket width upper-Temple = {E[-1] - temple[-1]:.3e} "
      f"hartree = {(E[-1] - temple[-1])*HARTREE_EV*1000:.3f} meV")
print(f"Omega=8 upper bound = {E[-1]*HARTREE_EV:.5f} eV, "
      f"Temple = {temple[-1]*HARTREE_EV:.5f} eV")
print("PASS")
```

Printed output:

```
Z = 2, alpha = 2.0 1/bohr, beta = -2.500 hartree
reference: 166 functions, second exponent 5.0 1/bohr, degree <= 7
reference energy E_ref = -2.903724377 hartree
E_ref change, second set one degree less = 8.8e-10 hartree
second Ritz value (upper bound to E1) = -2.1428 hartree
without repulsion, Ritz values = -4.000000, -2.499981 hartree
Omega=0: <1/r12^2> = 2.666667 1/bohr^2
Energies in hartree; cert = Weinstein certified by sigma < beta-E
Omega   N   upper E       Temple        Weinstein   cert
  0     1  -2.75000000  -7.16666667  -3.800793  no
  1     3  -2.88772538  -3.27614989  -3.275800  no
  2     7  -2.90296574  -2.94051267  -3.025970  yes
  3    13  -2.90362710  -2.91148386  -2.959941  yes
  4    22  -2.90371351  -2.90588530  -2.933324  yes
  5    34  -2.90372033  -2.90472595  -2.923869  yes
  6    50  -2.90372299  -2.90420540  -2.917679  yes
  7    70  -2.90372376  -2.90398466  -2.913987  yes
  8    95  -2.90372409  -2.90387255  -2.911466  yes
Errors from E_ref and W in hartree, sigma^2 in hartree^2, s in bohr
Omega  upper     Temple    Weinstein sigma^2   W       <s>_res
  0   1.54e-01  4.26e+00  8.97e-01  1.10e+00    7.34  1.000
  1   1.60e-02  3.72e-01  3.72e-01  1.51e-01    9.43  1.161
  2   7.59e-04  3.68e-02  1.22e-01  1.51e-02   19.94  1.203
  3   9.73e-05  7.76e-03  5.62e-02  3.17e-03   32.60  0.822
  4   1.09e-05  2.16e-03  2.96e-02  8.77e-04   80.72  0.729
  5   4.05e-06  1.00e-03  2.01e-02  4.06e-04  100.28  0.622
  6   1.38e-06  4.81e-04  1.40e-02  1.95e-04  140.62  0.555
  7   6.14e-07  2.60e-04  1.03e-02  1.05e-04  171.64  0.505
  8   2.84e-07  1.48e-04  7.74e-03  5.99e-05  211.00  0.463
mean s of the density, Omega=8 = 1.859 bohr
error ratio Temple/upper, Omega=8 = 521.6
error ratio Weinstein/upper, Omega=8 = 27254
Slopes against ln(upper error), Omega 4 to 8:
  sigma^2 0.736, Temple error 0.735, Weinstein error 0.368
Omega=8 plus one log function: E = -2.903724098 hartree
  upper error = 2.79e-07 hartree, sigma^2 = 5.75e-05 hartree^2
  Temple = -2.90386653 hartree, <s>_res = 0.482 bohr
  sigma^2 reduced by factor 1.04; Omega 7 to 8 gives 1.76
Temple, Omega=8, beta = second Ritz value (not certified) = -2.90380286 hartree
Omega=8 bracket width upper-Temple = 1.485e-04 hartree = 4.040 meV
Omega=8 upper bound = -79.01436 eV, Temple = -79.01840 eV
PASS
```
